# The dual descriptor from the Fukui function and from hardness, part 2

This part concerns how a molecule's hardness responds to an outside potential. Here $v(\mathbf r)$ is the external potential energy of one electron (nuclear attraction negative), $N$ the electron number, $E$ the electronic energy and $\rho$ the density, with operator $\hat\rho(\mathbf r)=\sum_i\delta(\mathbf r-\mathbf r_i)$. $H$ is the Hamiltonian and $\hat N$ the number operator. At fixed $v$, $\mu=\partial E/\partial N$, $\eta=\partial^2E/\partial N^2$ (no factor $1/2$), $f=\partial\rho/\partial N$, and $f^{(2)}=\partial f/\partial N$ is the dual descriptor. Derivatives with respect to $v$ use a trial change $v\to v+\lambda w$, with $w(\mathbf r)$ fixed; a prime on $E$ means $d/d\lambda$.

For a nondegenerate bound ground state,

$$E'=\int\rho(\mathbf r)w(\mathbf r)\,d\mathbf r,\qquad \left(\frac{\delta E}{\delta v(\mathbf r)}\right)_N=\rho(\mathbf r). \tag{1}$$

If a smooth extension to continuous $N$ keeps (1), "the theorem" follows:

$$\boxed{\left(\frac{\delta\eta}{\delta v(\mathbf r)}\right)_N=\left(\frac{\partial^2\rho(\mathbf r)}{\partial N^2}\right)_v=\left(\frac{\partial f(\mathbf r)}{\partial N}\right)_v=f^{(2)}(\mathbf r)} \tag{3}$$

For a small potential change at fixed $N$, the response formula is

$$\delta\eta=\int f^{(2)}(\mathbf r)\,\delta v(\mathbf r)\,d\mathbf r. \tag{4}$$

The argument of (d): a constant $c$ added to $v$ everywhere shifts the energy by $Nc$ and leaves $\eta$ unchanged, so $\int f^{(2)}d\mathbf r=0$.

For integers, let $E_-,E_0,E_+$ and $\rho_-,\rho_0,\rho_+$ belong to $N_0-1$, $N_0$ and $N_0+1$ electrons in the same $v$. With ionization energy $I$ and electron affinity $A_e$,

$$\eta=E_+-2E_0+E_-=(E_--E_0)-(E_0-E_+)=I-A_e, \tag{7}$$

and, if all three states are bound and nondegenerate apart from spin,

$$\frac{\delta\eta}{\delta v(\mathbf r)}=f^+(\mathbf r)-f^-(\mathbf r)\equiv f^{(2)}(\mathbf r), \tag{8}$$

where $f^+=\rho_+-\rho_0$ and $f^-=\rho_0-\rho_-$.

Problem (f) asks which energy obeys the theorem at finite temperature $T$. In a grand-canonical ensemble the mean number $N$ is continuous. Decide between the internal energy $E$ and the Helmholtz free energy $A=E-TS$, where $S$ is the entropy.

**Solution.** Take a finite set of one-electron states, because the trace below diverges for a molecule in unlimited space. Let $\beta=1/kT$, and define

$$\Xi=\mathrm{Tr}\,e^{-\beta(H-\mu\hat N)},\qquad \Omega=-\frac1\beta\ln\Xi,\qquad A=\Omega+\mu N .$$

Change the potential by $\lambda w$ at fixed $\mu$. For a matrix $X(\lambda)$, the power series of $e^X$ and the cyclic property of the trace give $d\,\mathrm{Tr}\,e^X/d\lambda=\mathrm{Tr}(X'e^X)$, even if $X'$ and $X$ do not commute. Here $X'=-\beta\int w\hat\rho\,d\mathbf r$, so

$$\left(\frac{\partial\Omega}{\partial\lambda}\right)_\mu=-\frac1{\beta\,\Xi}(-\beta)\,\mathrm{Tr}\!\left[\int w\hat\rho\,d\mathbf r\;e^{-\beta(H-\mu\hat N)}\right]=\int\rho\,w\,d\mathbf r .$$

In the same way $(\partial\Omega/\partial\mu)_\lambda=-N$. Now hold $N$ fixed, so that $\mu$ depends on $N$ and $\lambda$. The chain rule gives

$$\left(\frac{\partial A}{\partial\lambda}\right)_N=-N\frac{\partial\mu}{\partial\lambda}+\int\rho\,w\,d\mathbf r+N\frac{\partial\mu}{\partial\lambda}=\int\rho\,w\,d\mathbf r,$$

$$\left(\frac{\partial A}{\partial N}\right)_\lambda=-N\frac{\partial\mu}{\partial N}+\mu+N\frac{\partial\mu}{\partial N}=\mu .$$

Thus $\delta A/\delta v=\rho$ at fixed $N$ and $T$, and the theorem holds with $\eta=\partial^2A/\partial N^2$. For the internal energy, $E=A+TS$ leads to

$$\frac{\delta}{\delta v}\frac{\partial^2E}{\partial N^2}=f^{(2)}+T\,\frac{\delta}{\delta v}\frac{\partial^2S}{\partial N^2},$$

and the entropy term has no general reason to vanish.

A chain of three sites shows its size. Electrons hop between neighbouring sites with amplitude $-t$, two electrons on one site repel with energy $U=4t$, and the site potentials are $0$, $-0.8t$ and $0.5t$. Set $kT=0.3t$ and $N=2.3$. The second column below comes from site occupations at fixed potential. The others come from changing one site potential at a time.

| Site | $\partial^2\rho/\partial N^2$ | $\partial\eta/\partial v$ from $A$ | same from $E$ |
|---|---|---|---|
| 1 | −0.1233 | −0.1233 | +0.0449 |
| 2 | −0.0226 | −0.0226 | −0.0940 |
| 3 | +0.1459 | +0.1459 | +0.0491 |

The free energy reproduces the dual descriptor, and the internal energy gives the wrong sign on site 1. Yet the last column also sums to zero: $0.0449-0.0940+0.0491=0.0000$. A uniform shift of $v$ at fixed $N$ leaves the ensemble weights and $S$ unchanged, so the argument of (d) applies to $E$ too. A zero sum is therefore necessary for a dual descriptor, but does not prove that a function is one.

### (g) Does the thermal hardness become $I-A_e$ on cooling?

**Solution.** First express $\eta=\partial\mu/\partial N$ through number fluctuations. Since $\hat N$ commutes with $H$, differentiating $N=\mathrm{Tr}[\hat Ne^{-\beta(H-\mu\hat N)}]/\Xi$ gives

$$\frac{\partial N}{\partial\mu}=\beta\left(\langle\hat N^2\rangle-N^2\right),\qquad \eta=\frac{kT}{\langle\hat N^2\rangle-N^2}. \tag{9}$$

Assume that $I-A_e>0$ at the integers concerned. At low temperature and $N=M+x$, with $0<x<1$, only the numbers $M$ and $M+1$ keep appreciable weight, namely $1-x$ and $x$. The variance is $x-x^2$, and

$$\eta\to\frac{kT}{x(1-x)} .$$

This vanishes as $T\to0$, in line with the straight segments of $E(N)$. For the chain at $kT=0.1t$ and $N=2.5$ it gives $0.1t/0.25=0.400t$, and the full calculation also gives $0.400t$.

At an integer $M$ the neighbours $M\pm1$ must have equal small probabilities $p$ to keep the mean at $M$, so the variance is $2p$. Let $Z_n$ be the canonical partition function for $n$ electrons. The weight of $n$ electrons is proportional to $Z_ne^{\beta\mu n}$, and $\mu$ cancels from the product of the two neighbours' weights:

$$\frac{p^2}{p_M^2}=\frac{Z_{M+1}Z_{M-1}}{Z_M^2},\qquad p_M\simeq1 .$$

Keep the ground level in each $Z_n\simeq g_ne^{-\beta E_n}$, with degeneracy $g_n$. Then

$$p\simeq\frac{\sqrt{g_{M+1}g_{M-1}}}{g_M}\,e^{-(I-A_e)/2kT},\qquad \eta\simeq\frac{kT}{2p}.$$

For three electrons on the chain $I-A_e=2.294t$. With a doublet at $M=3$ and singlets beside it, $\eta\simeq0.1t\,e^{11.47}\simeq9.6\times10^3t$. The full value is $9.3\times10^3t$. The two differ by about 4%. Since $p$ is only about $5\times10^{-6}$, setting $p_M\simeq1$ and neglecting electron numbers beyond $M\pm1$ cause errors far below 1%. The only other approximation is the omission of excited states from $Z_n$, so the difference comes from there.

The thermal hardness thus diverges at an integer and does not become $I-A_e$. For a cold molecule with a whole number of electrons, the finite-difference form is the useful one.

### (h) What does $f^{(2)}$ look like for H₃⁺?

The ion H₃⁺ has two electrons. Fix its nuclei in an isosceles triangle with base 1.00 Å and legs 0.88 Å. Find its hardness and describe the distribution of $f^{(2)}$.

**Solution.** Put the base nuclei at $x=\pm0.50$ Å on the $x$ axis. The apex then lies on the $y$ axis at height $\sqrt{0.88^2-0.50^2}=0.724$ Å. Full configuration interaction in the 6-31++G** basis treats one, two and three electrons in this one potential. It includes all correlation that the basis can describe, but the finite basis is still an approximation. The result is

$$I=32.4\ \text{eV},\qquad A_e=6.5\ \text{eV},\qquad \eta=32.4-6.5=25.9\ \text{eV}.$$

The last digits depend on the basis. In aug-cc-pVDZ, and in aug-cc-pVTZ without its diffuse d shell, $I$ rises to 32.5–32.6 eV and $A_e$ to 6.7 eV, while $\eta$ falls by less than 0.1 eV. The positive affinity means that H₃ lies below H₃⁺ plus a free electron at these nuclear positions. It does not mean that H₃ is stable when its nuclei may move.

In real space $f^+$ and $f^-$ each integrate to 1.000000, and $f^{(2)}$ integrates to $-3\times10^{-7}$, which is zero within the accuracy of the quadrature. The positive part alone integrates to 0.55. Since the positive part of $f^+-f^-$ is $f^+-\min(f^+,f^-)$, the integral of $\min(f^+,f^-)$ is $1-0.55=0.45$. It measures how far the two Fukui functions overlap. In the larger bases named above the positive part is 0.57 and the overlap 0.43.

The integral inside a sphere about the centroid is $-0.49$ for radius 1 Å, $-0.17$ for 2 Å and $-0.01$ for 4 Å. In aug-cc-pVDZ the first value is $-0.51$, and the other two are the same to the digits shown. Subtraction in 6-31++G** gives a net $+0.32$ between 1 and 2 Å and $+0.16$ between 2 and 4 Å. Removal thus draws more on the interior, and addition fills more of the outer region. The zero integral belongs to the whole of space, not to a sphere that cuts through the molecule.

At the nuclei $f^{(2)}$ is about $-0.14$ bohr⁻³ for the apex and $-0.07$ bohr⁻³ for each base atom. At all three, addition brings less density than removal takes away. These values are rough. Gaussian basis functions have no cusp at a nucleus, and aug-cc-pVDZ gives $-0.12$ and $-0.05$ bohr⁻³ instead.

### (i) How does a nearby charge change the hardness?

Place a point charge $q$, in units of the elementary charge $e$, at $\mathbf R$. Find $d\eta/dq$ and evaluate it for H₃⁺ at two places: 2.00 Å beyond the apex on the $y$ axis, and 2.00 Å above the centroid.

**Solution.** A positive charge attracts electrons. In atomic units $\delta v(\mathbf r)=-q/|\mathbf r-\mathbf R|$, and the response formula becomes

$$\left.\frac{d\eta}{dq}\right|_{q=0}=-\int\frac{f^{(2)}(\mathbf r)}{|\mathbf r-\mathbf R|}\,d\mathbf r. \tag{10}$$

The interaction of $q$ with the nuclei is the same for all three electron numbers and cancels from $\eta$.

The left side can be found from energies recalculated with small charges of both signs, and the right side from the densities without any charge. Both routes give $+0.765$ eV/$e$ beyond the apex and $+0.738$ eV/$e$ above the plane. This agreement checks (8) numerically within one basis, because full configuration interaction obeys (1) there for a change of potential. It does not show that the basis is adequate. In aug-cc-pVDZ the two values are 0.66 and 0.75 eV/$e$, and in aug-cc-pVTZ without its diffuse d shell they are 0.64 and 0.75 eV/$e$. Measured against these bases, the 6-31++G** value beyond the apex is too large by 16 to 19%, and the value above the plane is too small by about 2%.

The sphere integrals in (h) also tell something about the average of (10) over all directions of $\mathbf R$ at a fixed distance $R$ from the centroid. Let $Q(s)$ be the integral of $f^{(2)}$ inside radius $s$. A shell inside $R$ contributes its content divided by $R$, and a shell at $s>R$ contributes its content divided by $s$. The averaged integral is

$$\frac{Q(R)}R+\int_R^\infty\frac{Q'(s)}s\,ds=\frac{Q(R)}R+\left[\frac{Q(s)}s\right]_R^\infty+\int_R^\infty\frac{Q(s)}{s^2}ds=\int_R^\infty\frac{Q(s)}{s^2}ds .$$

The computed $Q$ is negative at 2 and 4 Å. If it stays negative in between and is negligible farther out, the average of (10) is positive for $R$ from 2 Å up to 4 Å. On this average a positive charge raises $I$ by more than it raises $A_e$. The average does not fix the sign in a single direction. At the two places above, the sign rests on the computed values.

For $q=-0.1\,e$ beyond the apex the linear estimate is $-0.1\times0.765=-0.0765$ eV. A full calculation with that charge gives the same value to the digits shown. This close agreement comes from a cancellation. The nonlinear shifts of the one-, two- and three-electron energies are $-0.55$, $-1.30$ and $-2.03$ meV, and their second difference is $-0.55+2.60-2.03=+0.02$ meV. In aug-cc-pVDZ the cancellation is less complete, and $-0.9$ meV remains beside a linear shift of $-66$ meV, about 1%. The nonlinear part is small for this charge and place, which does not show that it is equally small in other cases.

A simpler estimate keeps the orbitals of the ion frozen. Removing an electron from the highest occupied orbital $\phi_H$ gives $f^-=|\phi_H|^2$, and adding one to the lowest empty orbital $\phi_L$ gives $f^+=|\phi_L|^2$. Hence

$$f^{(2)}\simeq|\phi_L|^2-|\phi_H|^2 ,$$

which integrates to zero because both orbitals are normalized. With Hartree–Fock orbitals it yields 0.961 and 0.831 eV/$e$ at the two places. Relative to the full results in the same basis, 6-31++G**, these are too large by 26% and 13%. In aug-cc-pVDZ the excess is 23% and 10%. The estimate omits orbital relaxation and correlation.

### (j) What happens in the equilateral triangle?

There the lowest level of neutral H₃ is spatially twofold degenerate. Find the effect on $\delta\eta/\delta v$, and judge how far the example represents the real ion.

**Solution.** Within the degenerate pair choose states that diagonalize the perturbation $\lambda w$, with diagonal elements $w_1<w_2$. To first order the levels are $E_++\lambda w_1$ and $E_++\lambda w_2$. The lower one is

$$E_+(\lambda)=\begin{cases}E_++\lambda w_1,&\lambda>0,\\E_++\lambda w_2,&\lambda<0.\end{cases}$$

The slope jumps by $w_1-w_2<0$ at $\lambda=0$. Two different densities $\rho_+$ belong to the two signs, so $f^+$ is not unique and $\eta$ has no functional derivative for this $w$. The zero integral survives for each choice of $\rho_+$, because each contains three electrons. A perturbation with $w_1=w_2$ causes no jump.

For a charge 2.00 Å beyond one apex of an equilateral triangle with side 0.88 Å, the mean slope of $E_+$ changes by $-2.03$ eV/$e$ from the interval between $q=-0.002\,e$ and $0$ to the interval between $0$ and $q=+0.002\,e$. In the isosceles triangle the corresponding change is $-0.0008$ eV/$e$. The size of the jump depends on the basis: aug-cc-pVDZ gives $-1.72$ eV/$e$ for the equilateral triangle. The jump in the symmetric case exceeds the response in (i) itself, so a single value of $d\eta/dq$ would be meaningless there.

This matters for the real ion, which occurs in hydrogen plasmas and whose equilibrium shape is equilateral, with sides of roughly 0.9 Å. The isosceles shape was chosen to lift the degeneracy, and its base is well away from equilibrium. With the legs held at 0.88 Å, shortening the base from 1.00 to 0.88 Å raises $\eta$ from 25.9 to 27.5 eV, or by 6%. Changing the basis to aug-cc-pVDZ at the isosceles geometry lowers $\eta$ by 0.09 eV, which is 0.3%. Electronic excitation of H₃ by heat is unimportant in the isosceles case: the gap is 1.13 eV (1.09 eV in aug-cc-pVDZ), while $kT$ is 0.043 eV at 500 K. Of these effects on $\eta$, that of geometry is the largest, and geometry also decides whether the derivative exists. The response to a charge depends more strongly on the basis than $\eta$ does, as (i) showed. Nuclear vibration and relaxation after charge transfer were not included. The numerical output below lists the chain results, the main 6-31++G** values and the aug-cc-pVDZ hardness; the other comparisons between bases are not listed there.

## Table of computed values

```
A. Hubbard chain, energies in units of the hopping t
U = 4.0 t; site potentials = [ 0.  -0.8  0.5] t
kT = 0.3 t; mean N = 2.3
site 1: d2rho/dN2 = -0.12332, d(eta)/dv = -0.12332, with internal energy = +0.04486
site 2: d2rho/dN2 = -0.02257, d(eta)/dv = -0.02257, with internal energy = -0.09399
site 3: d2rho/dN2 = +0.14589, d(eta)/dv = +0.14589, with internal energy = +0.04913
sum of d2rho/dN2 = -6.2e-11; sum of d(eta)/dv = +2.5e-08
kT = 0.1 t, N = 2.5: eta = 0.4000 t; kT/[x(1-x)] = 0.4000 t
kT = 0.1 t, N = 3: eta = 9.262e+03 t; I - A_e = 2.2943 t
B. H3+, FCI/6-31++G**, fixed nuclei
base = 1.00 angstrom; legs = 0.88 angstrom
I = 32.435 eV
A_e = 6.541 eV
eta = I - A_e = 25.894 eV
integral of f- = 1.000000; of f+ = 1.000000
integral of f2 = -3.4e-07; of its positive part = 0.5519
f2 inside 1 angstrom of the centroid = -0.49
f2 inside 2 angstrom of the centroid = -0.17
f2 inside 4 angstrom of the centroid = -0.01
f2 inside 8 angstrom of the centroid = -0.00
f2 at base nucleus = -0.06563 bohr^-3
f2 at apex nucleus = -0.13697 bohr^-3
f2 at beyond apex = +0.00001 bohr^-3
f2 at above plane = -0.00001 bohr^-3
probe distance: 2.00 angstrom from apex or centroid
d(eta)/dq, beyond apex: energies +0.7649, f2 +0.7649, frontier +0.9609 eV/e
d(eta)/dq, above plane: energies +0.7379, f2 +0.7379, frontier +0.8312 eV/e
q = -0.1 e beyond apex: linear shift of eta = -0.0765 eV, full = -0.0765 eV
Limits of the example
eta in aug-cc-pVDZ = 25.808 eV
eta, equilateral, side 0.88 angstrom = 27.457 eV
H3 gap: isosceles = 1.133 eV; equilateral = 3.3e-13 eV
kT at 500 K = 0.0431 eV
slope jump of E(H3) over q = +/-0.002 e: isosceles -0.0008, equilateral -2.0338 eV/e
```
